Charged interface defects and the n-type enhancement of solid-phase epitaxy, part 2

Doping can change the speed at which a crystal grows into its amorphous phase. In the model used here, growth proceeds at neutral and singly negative interface defects. Let x be the number of negative defects per neutral one, with subscripts d for doped and i for intrinsic material at the same temperature T. Then

x = g exp[(E_F − E₋)/kT],  with g = 1/2.   (3)

Here E_F is the Fermi level, E₋ the defect level, k Boltzmann's constant and g the ratio of negative to neutral degeneracy. For dilute, equally mobile defects whose creation, loss and charging obey detailed balance, the ratio of doped to intrinsic growth speed, v_d/v_i, is

R = (1 + x_d)/(1 + x_i).   (5)

If the negative defect is r times as mobile as the neutral one, this becomes

R_r = (1 + r x_d)/(1 + r x_i).   (9)

If the intrinsic odds of a defect on a site are w, finite coverage changes R to R(1 + w)/(1 + wR). There are N_s sites per unit area, and a neutral defect has statistical weight z = 2 exp(−ε/kT) relative to an empty site, where ε is its formation free energy. If defects are created only in the neutral state and both kinds are lost at the same rate, the growth ratio is one.

Energies are measured from the conduction-band edge of the crystal, so the valence edge lies at −E_g, with E_g the gap. For parabolic bands the electron and hole densities n and p are

n = N_c F(E_F/kT),  N_c = 2[m_c kT/(2πħ²)]^(3/2),   (11)

p = N_v F[(−E_g − E_F)/kT],   (12)

where m_c is the density-of-states mass, N_v has the form of N_c with the hole mass, and

F(η) = (2/√π) ∫₀^∞ √t dt/[1 + exp(t − η)].

For fully ionized donors of density N_D, neutrality fixes E_F:

n = p + N_D.   (13)

Setting N_D = 0 gives the intrinsic level.

### The nondegenerate limit

When η is well below zero, the one in the denominator of F can be dropped. Since ∫₀^∞ √t exp(−t) dt = √π/2, this gives F(η) ≈ exp(η). Then n is proportional to exp(E_F/kT), as x is, and

x_d/x_i = n/n_i,

R = (1 + x_i n/n_i)/(1 + x_i),   (14)

with n_i the intrinsic carrier density. In the same limit pn = n_i². Inserting p = n_i²/n in equation (13) and multiplying by n gives n² − N_D n − n_i² = 0, whose positive root is

n = N_D/2 + √(N_D²/4 + n_i²).

At heavy doping equation (14) underestimates the enhancement. To see why, write

F(η) exp(−η) = (2/√π) ∫₀^∞ √t dt/[exp(η) + exp(t)].

The right side decreases as η increases. The carrier density therefore grows more slowly than exp(η), while x grows exactly as exp(η) at fixed temperature and level. It follows that x_d/x_i > n/n_i when doping raises E_F. The Pauli principle forces added electrons into higher states, so a given density needs a higher Fermi level than the exponential law predicts.

### Phosphorus-doped silicon at 550 °C

Take silicon with 10²⁰ cm⁻³ phosphorus at 550 °C, for which kT = 0.07093 eV. The gap of 0.95 eV and the masses of 1.1 electron masses for both bands are rough values for hot silicon. The defect level E₋ = −0.10 eV is a round model parameter.

Equation (11) gives N_c = 1.316 × 10²⁰ cm⁻³. The intrinsic Fermi level is −0.475 eV and n_i = 1.62 × 10¹⁷ cm⁻³. In the doped crystal equation (13) gives E_F = −0.0006 eV, almost at the conduction edge. The charge ratios are

x_i = 0.5 exp[(−0.475 + 0.10)/0.07093] = 0.5 exp(−5.287) = 0.00253,

x_d = 0.5 exp[(−0.0006 + 0.10)/0.07093] = 0.5 exp(1.401) = 2.03.

The enhancement is

R = (1 + 2.03)/(1 + 0.00253) = 3.02.

An intrinsic speed of 0.1 nm/s, a rough size for (001) silicon at this temperature, becomes 0.30 nm/s. A uniformly doped layer of 100 nm regrows in about 330 s instead of 1000 s.

The result is sensitive to the assumed level. Equation (3) gives dx/dE₋ = −x/kT, and differentiating R at fixed Fermi levels gives

dR/dE₋ = −[x_d(1 + x_i) − x_i(1 + x_d)]/[kT(1 + x_i)²] = −(x_d − x_i)/[kT(1 + x_i)²].

Here this is about −28 per eV. Raising the defect level by 0.01 eV lowers R by roughly 0.3. The band inputs matter as much. An electron mass of 1.06 or 1.2 in place of 1.1 gives R = 3.17 or 2.72, and a conduction-band nonparabolicity of 0.5 eV⁻¹ lowers E_F to −0.013 eV and R to 2.69. Digits of R beyond the first carry no predictive weight unless E₋ and the conduction-band density of states are known much better than that. They are kept below to show the effect of one change at a time.

### Obtaining the level from a measured ratio

The formula can be inverted. Let s = exp[(E_F,d − E_F,i)/kT], so that x_d = s x_i. Then

R(1 + x_i) = 1 + s x_i,

R − 1 = (s − R)x_i,

x_i = (R − 1)/(s − R).

Equation (3) for the intrinsic material then gives

E₋ = E_F,i − kT ln(x_i/g).

For donors this needs 1 < R < s. In the example s = 802.6, and R = 3.022 returns x_i = 2.022/799.6 = 0.00253, as it must. A ratio outside this range cannot be represented by the two-state model with equal mobilities and the Fermi levels used.

### Temperature

With the gap, masses and defect level held fixed, R is 3.50 at 500 °C, 3.02 at 550 °C and 2.67 at 600 °C. The decrease can be traced. Write

x_d = g exp(η_d) exp(−E₋/kT),  η_d = E_F,d/kT.

Holes are negligible in the doped crystal, so n stays at N_D. As T rises, N_c rises as T^(3/2), F(η_d) must fall, and so must η_d. Since E₋ is negative, exp(−E₋/kT) also falls. Both factors lower x_d. In intrinsic material the exponent is −0.375 eV/kT, so x_i rises. All the changes reduce R.

The doped speed therefore has a smaller apparent activation energy than the intrinsic speed. At 500 °C and 600 °C, 1/kT is 15.01 and 13.29 eV⁻¹. The mean difference in activation energy over this interval is

ln(3.50/2.67)/(15.01 − 13.29) eV = 0.16 eV.

The size depends on how the level moves with temperature. The real gap shrinks by about 0.04 eV over this interval. A level that follows the conduction edge keeps the value 0.16 eV, but one tied to midgap gives about 0.26 eV and one tied to the valence edge about 0.37 eV. This shift belongs to the electronic factor. It should not be read as a change in the barrier of the rearrangement itself.

### Carrier statistics and donor ionization

Using equation (14) with n = 10²⁰ cm⁻³ means replacing x_d/x_i = 803 by n/n_i = 615. The result is R = 2.55, about 16% below the Fermi–Dirac value. Fermi–Dirac integrals are therefore worth the small effort at this doping.

Incomplete ionization could matter more. An isolated donor with a single orbital level at energy E_D has two spin states when neutral and one state when ionized, so the ionized density is

N_D⁺ = N_D/{1 + 2 exp[(E_F − E_D)/kT]}.   (15)

Replace N_D by N_D⁺ in equation (13) and take E_D = −0.045 eV, a rough value for isolated phosphorus. The ionized fraction comes out as 0.424. Equation (15) then gives

exp[(E_F − E_D)/kT] = (1/0.424 − 1)/2 = 0.68,

x_d = 0.5 × 0.68 × exp[(−0.045 + 0.10)/0.07093] = 0.74,

and R = 1.73. Equation (15) counts only the lowest donor orbital. In silicon five more lie about 0.012 eV above it, which is less than kT here. Counting them as well would lower the ionized fraction to about 0.22 and R to about 1.4. Both estimates assume isolated donors. The mean donor spacing, N_D^(−1/3) = 2.15 nm, is comparable with the extent of a shallow donor orbital in silicon, roughly 2 nm. The orbitals overlap strongly and the isolated level loses its meaning. Full ionization is the better starting point here. Equation (15) is suited to much lighter doping, with the higher donor orbitals added when kT is not small compared with their spacing.

### Movement of the band edge

Heavy doping narrows the gap. Suppose that the conduction edge falls by 0.05 eV, a rough size, while the defect level keeps its absolute energy. At fixed electron density the Fermi level follows the conduction edge, so E_F − E₋ falls by 0.05 eV. The ratio x_d is multiplied by exp(−0.05/0.07093) = 0.494 and becomes 1.00, which gives R = 2.00. If the defect level moves with the conduction edge instead, x_d does not change. Bulk gap narrowing alone does not decide between these cases. What counts is the shift of the edge relative to the interface defect.

### Band bending at the interface

The Fermi level is constant in electronic equilibrium, but the bands and the defect level can bend relative to it. Let ψ(y) be the upward shift of electron energies in the crystal, expressed in volts, with y increasing toward the interface. The electrostatic potential is −ψ, because electrons are negative. With q the elementary charge and ε_s the permittivity of the crystal, Poisson's equation is

d²ψ/dy² = qρ(ψ)/ε_s,  ρ = N_D − n(E_F − ψ) + p(E_F − ψ).   (16)

Here ρ is the net positive number density. Multiply by dψ/dy. The left side becomes the derivative of (dψ/dy)²/2. Integrate from the neutral bulk, where ψ and its slope vanish, to the interface, where ψ = ψ_s:

(dψ/dy)²/2 = (q/ε_s) ∫₀^ψ_s ρ dψ.

Let the interface carry a negative sheet of σ elementary charges per area, compensated entirely in the crystal. Gauss's law then gives the slope at the interface as qσ/ε_s. Hence

∫₀^ψ_s ρ dψ = qσ²/(2ε_s).   (17)

At the interface E_F − E₋ is reduced by ψ_s, taken in eV, so x_d becomes x_d exp(−ψ_s/kT). The intrinsic reference is taken with flat bands.

For an assumed σ = 5 × 10¹² cm⁻² and a relative permittivity of 11.7, equation (17) gives ψ_s = 0.065 V. The charge ratio falls to 2.03 exp(−0.065/0.07093) = 0.81, and R falls to 1.81. This is a large effect for a modest sheet charge.

The estimate has a weakness that its own numbers reveal. The screening length for small ψ, obtained by linearizing equation (16), is

L = √{ε_s/[q(dρ/dψ)]},

with the derivative at ψ = 0. It is 0.76 nm, shorter than the mean donor spacing of 2.15 nm. Treating the donors as a smooth charge is then doubtful, and local variations of the potential may matter. The thermal wavelength of the electrons is also longer than L. It is about 2.6 nm along a conduction valley of silicon and 6 nm across it, for masses of 0.98 and 0.19 electron masses. The local relation n(E_F − ψ) is therefore itself approximate. The sheet is not smooth either. At 5 × 10¹² cm⁻² its charges lie about 4.5 nm apart, some six screening lengths, so most sites feel much less than the mean shift. For randomly placed point charges with linear screening, the mean shift is 0.059 V but the median only 0.011 V, and averaging x over sites gives R ≈ 2.5. The value 1.81 belongs to the smooth-sheet model and probably overstates the reduction for this sheet charge.

The growth defects themselves contribute to the sheet. If σ₀ is the density from all other interface charges, dilute balanced defects give

σ = σ₀ + N_s z x_d exp(−ψ_s/kT),

where N_s is the site density and z the neutral weight of Part 1. This must be solved together with equation (17). The feedback is stabilizing: more negative charge raises the bands, and this reduces further charging. This smooth-sheet form applies when the charged defects are closer together than the screening length. When they are farther apart, they screen separately and the feedback is much weaker.

### Mobility, charge states and coverage

If the negative defect is half as mobile as the neutral one, R is 2.01. If it is twice as mobile, R is 5.03. The near-proportionality of R − 1 to r follows from equation (9), because r x_i is small in both cases.

A positive charge state adds a third term, x₊ = (1/2) exp[(E₊ − E_F)/kT], to the numerator and the denominator of R, if it has the same mobility and a single spin state. For an assumed level E₊ = −0.85 eV, R changes from 3.02 to 3.01. Positive defects are scarce in n-type material, and with this level they are also scarce in the intrinsic reference as long as its bands are flat. That condition matters. The negative sheet of 5 × 10¹² cm⁻² considered above, if also present on intrinsic material, would raise its bands by about 0.37 eV and x₊ there to about 0.45. With both interfaces bent, R would be only about 1.3. In p-type material positive defects could dominate.

For intrinsic defect odds w = 0.01, finite coverage lowers R to 3.02 × 1.01/(1 + 0.01 × 3.02) = 2.96. This is a small correction beside the uncertainty in E₋.

### Comparison with real regrowth

Phosphorus at concentrations near 10²⁰ cm⁻³ does accelerate the regrowth of amorphous silicon, and at 550 °C a layer of 100 nm regrows within minutes. The doping and temperature of the example are therefore realistic, but its factor of three follows from the chosen defect level and is not a measured result. Boron also accelerates regrowth, which equation (5) with neutral and negative defects alone cannot reproduce. Real interfaces are also likely to break the flat-band assumption, since states on the amorphous side can hold charge. In the example, bending at the doped interface alone moved R from 3.0 to 1.8 for a smooth sheet, or to about 2.5 for discrete charges. Crystal orientation and hydrogen in the amorphous layer also affect the speed, so the doped and intrinsic samples must agree in both before their ratio is compared with equation (5).

### Use in a process model

For a graded profile, evaluate E_F and R from the local active donor density and integrate the time taken by each slice:

t = ∫ dy/[v_i R(y)].

This uses one temperature throughout and requires the defect population to keep up with the moving front. The profile must also vary slowly over the local screening length, so that local neutrality is a fair approximation. With the inputs of the example this length is 0.76 nm at 10²⁰ cm⁻³ but about 7 nm at 10¹⁸ cm⁻³. If the temperature changes during the anneal, v_i and R must both be updated, and the front position follows from dy/dt = v_i(T)R(y,T), provided that the defect population also keeps up with the changing temperature.

When E₋ is fitted to growth data, the same carrier statistics, gap and treatment of band bending must be used in the later prediction. An effective level absorbs part of any error in these ingredients. Moved into a model with different ingredients, it may no longer reproduce the data from which it came. The numerical output lists the main values of the example.

Computed results

```
Temperature: 550 C = 823.15 K
Thermal energy kT: 0.07093 eV
Silicon gap (rough input): 0.95 eV
Electron, hole DOS masses (rough): 1.1, 1.1 m_e
Relative permittivity (rough): 11.7
Donor density: 1.00e+20 cm^-3
Defect level from conduction edge: -0.10 eV
Degeneracy ratio g: 0.5
Conduction-band density Nc: 1.3158e+20 cm^-3
Intrinsic carrier density: 1.6248e+17 cm^-3
Doped electron density: 1.0000e+20 cm^-3
Intrinsic Fermi level from conduction edge: -0.4750 eV
Doped Fermi level from conduction edge: -0.0006 eV
Charged/neutral ratio, intrinsic x_i: 0.00253
Charged/neutral ratio, doped x_d: 2.0301
Enhancement R: 3.0224
R from explicit microstate sum: 3.0224
Ratio with one-way loss, neutral creation only: 1.0000
Intrinsic speed (rough input): 0.10 nm/s
Doped speed: 0.3022 nm/s
Layer thickness: 100 nm
Regrowth time, intrinsic: 1000 s
Regrowth time, doped: 331 s
x_d/x_i: 802.6; n/n_i: 615.5
R with nondegenerate carriers: 2.5503
Isolated donor level (rough): -0.045 eV
Ionized donor fraction with that level: 0.4237
R with incomplete ionization: 1.7340
Conduction-edge lowering (rough): 0.05 eV
R with edge lowered, defect level fixed: 1.9981
Assumed interface sheet density: 5.0e+12 cm^-2
Interface band bending: 0.0649 eV
Screening length: 0.761 nm
Mean donor spacing: 2.154 nm
R with band bending: 1.8089
R, negative half as mobile: 2.0125
R, negative twice as mobile: 5.0346
Assumed positive-state level: -0.85 eV
R with positive state included: 3.0148
Assumed intrinsic defect odds per site: 0.01
R with finite coverage: 2.9631
R at 500 C, same gap and level: 3.5008
R at 600 C, same gap and level: 2.6672
```
